# Curvature of a free plate with a stepped linear eigenstrain

## Problem

A free, initially flat plate of thickness \(h\) occupies \(-h/2<z<h/2\). Its biaxial modulus \(M=E/(1-\nu)\) is the same at every height. It carries an eigenstrain, meaning the strain that a thin slice would adopt if it were cut free from its neighbours. This eigenstrain is equal in all in-plane directions and linear in height:
\[
e(z)=e_0+gz .
\]
In manufacture the ramp is replaced by \(N\) layers of equal thickness, each with the value of \(e\) at its own mid-height \(z_i\). Use linear elasticity and small deflections, and consider the plate away from its rim.

(a) Find the curvature produced by an arbitrary eigenstrain profile, and apply it to the linear ramp.

(b) Show that the stepped plate has the curvature \(\kappa_N=g(1-1/N^2)\).

(c) Explain the deficit without using the sum over layers. What changes if each layer takes the value at its lower edge, or if the \(N\) values are spread evenly from \(e(-h/2)\) to \(e(h/2)\)?

(d) Find the largest stress left in the stepped plate.

(e) A copper disc of radius \(a=50\) µm and thickness 2000 nm is electroplated in five steps and then released. Take \(E=120\) GPa, \(\nu=0.34\), a mean eigenstrain of \(-5.0\times10^{-4}\), and, for the ramp that the steps replace, an eigenstrain difference of \(4.0\times10^{-4}\) between top and bottom faces. Each step has the ramp's value at its own mid-height. Find the curvature and the rim drop, and judge whether the effect of the steps could be recognized in a measurement.

## Solution

### (a) Force and moment balance

In a thin plate, straight lines normal to the midplane stay straight and normal. The total in-plane strain is therefore linear in height,
\[
\varepsilon(z)=\varepsilon_0+\kappa z ,
\]
and it is the same in all in-plane directions because the loading and the elasticity are. With this sign, \(\kappa>0\) means that the top face is longer and the rim lies below the centre.

Stress comes from the part of the strain that is not eigenstrain:
\[
\sigma(z)=M\left[\varepsilon_0+\kappa z-e(z)\right].
\]
A free plate carries no net force and no net moment, so \(\int\sigma\,dz=0\) and \(\int z\sigma\,dz=0\). Since \(M\) is constant it cancels. With \(\int dz=h\), \(\int z\,dz=0\) and \(\int z^2dz=h^3/12\), the two conditions separate:
\[
\varepsilon_0=\frac1h\int_{-h/2}^{h/2}e\,dz,\qquad
\kappa=\frac{12}{h^3}\int_{-h/2}^{h/2}z\,e\,dz .
\]
For the ramp, \(\int z(e_0+gz)\,dz=gh^3/12\), hence \(\varepsilon_0=e_0\) and \(\kappa=g\). The total strain then equals the eigenstrain at every height, and the stress vanishes throughout. This remains true if \(M\) varies with \(z\), because zero stress satisfies both balances whatever the modulus. The stepped plate does not share this freedom, as part (e) shows.

### (b) The stepped profile

Counting layers from the bottom, the mid-heights are
\[
z_i=\frac hN\left(i-\frac{N+1}{2}\right),\qquad i=1,\dots,N .
\]
Within layer \(i\) the eigenstrain is the constant \(e_0+gz_i\), and the integral of \(z\) over the layer is its mid-height times its thickness, \(z_ih/N\). Therefore
\[
\kappa_N=\frac{12}{h^3}\sum_{i=1}^N(e_0+gz_i)\,\frac{z_ih}{N}
=\frac{12g}{Nh^2}\sum_{i=1}^N z_i^2 ,
\]
where the \(e_0\) term drops out because \(\sum z_i=0\). To evaluate the remaining sum, expand the square:
\[
\begin{aligned}
\sum_{i=1}^N\left(i-\frac{N+1}{2}\right)^2
&=\frac{N(N+1)(2N+1)}6-(N+1)\frac{N(N+1)}2+\frac{N(N+1)^2}{4}\\
&=N(N+1)\left[\frac{2N+1}{6}-\frac{N+1}{4}\right]
=\frac{N(N^2-1)}{12}.
\end{aligned}
\]
Multiplication by \(h^2/N^2\) gives \(\sum z_i^2=h^2(N^2-1)/(12N)\), and so
\[
\boxed{\;\kappa_N=g\left(1-\frac1{N^2}\right)\;}
\]
Within the stated model this holds for every \(N\ge1\); it is not a large-\(N\) approximation. One layer has a uniform eigenstrain and stays flat. Two layers already give 0.75 of the full curvature, and ten give 0.99.

The derivation assumed a linear total strain. A finite-element calculation that does not assume it was made for a disc with free surfaces, radius \(8h\) and \(\nu=0.34\). Away from the rim it gave \(\kappa_N/g=0.7500\) for \(N=2\) and 0.8889 for \(N=3\), in agreement with the formula.

### (c) Where the missing curvature goes

Subtract the stepped profile from the ramp. What remains is a sawtooth, equal to \(g(z-z_i)\) in layer \(i\). Put \(z=z_i+\zeta\), with \(|\zeta|<h/(2N)\). One tooth contributes the moment integral
\[
\int_{-h/(2N)}^{h/(2N)}(z_i+\zeta)\,g\zeta\,d\zeta=\frac{g}{12}\left(\frac hN\right)^3 ,
\]
because the term with \(z_i\) is odd in \(\zeta\). Each tooth contributes the same amount, wherever its layer lies. The \(N\) teeth together give \(gh^3/(12N^2)\), which is the fraction \(1/N^2\) of the ramp's \(gh^3/12\). The steps thus lose the bending that the gradient inside each layer would have supplied.

**Lower-edge values.** Each layer's eigenstrain changes by the same constant, \(-gh/(2N)\). A constant stretches the plate without bending it, so \(\kappa_N\) is unchanged and \(\varepsilon_0\) shifts by \(-gh/(2N)\).

**Values spread from end to end.** For \(N\ge2\) the outermost values now correspond to heights \(\pm h/2\) instead of \(\pm h(N-1)/(2N)\). All deviations from \(e_0\) are therefore enlarged by \(N/(N-1)\), and
\[
\kappa=\frac{N}{N-1}\,\frac{N^2-1}{N^2}\,g=g\left(1+\frac1N\right).
\]
This rule overshoots, and its error falls only as \(1/N\). For five layers it is 20% of \(g\), against 4% for midpoint values.

Since curvature is linear in the eigenstrain, the midpoint deficit can also be removed for \(N\ge2\) by multiplying the deviations from \(e_0\) by \(N^2/(N^2-1)\). This corrects the curvature of a uniform-modulus plate, but it does not remove the internal stress.

### (d) Residual stress

Insert \(\varepsilon_0=e_0\) and \(\kappa_N\) into the stress:
\[
\sigma=M\left[g\left(1-\frac1{N^2}\right)z-gz_i\right]
=Mg\left[(z-z_i)-\frac{z}{N^2}\right].
\]
Within a layer this is linear in \(z\), so its extremes lie at the layer faces. Take \(g>0\). At an upper face \(z-z_i=h/(2N)\), and the stress is largest where \(z\) is lowest, at the top of layer 1, where \(z=-h/2+h/N\):
\[
\sigma_{\max}=Mg\left[\frac{h}{2N}+\frac{h}{2N^2}-\frac{h}{N^3}\right]
=Mgh\,\frac{(N-1)(N+2)}{2N^3}.
\]
By antisymmetry, the lower face of the top layer has the same magnitude with opposite sign. For \(g<0\) the signs are exchanged. At large \(N\) the peak stress tends to \(M|g|h/(2N)\). It therefore fades more slowly than the curvature error, which falls as \(1/N^2\).

### (e) The copper disc

The gradient and the modulus are
\[
g=\frac{4.0\times10^{-4}}{2.0\times10^{-6}\ \text{m}}=200\ \text{m}^{-1},\qquad
M=\frac{120}{1-0.34}=181.8\ \text{GPa}.
\]
The five layers are 400 nm thick, with mid-heights \(-800,-400,0,400,800\) nm. Their eigenstrains run from \(-6.6\times10^{-4}\) at the bottom to \(-3.4\times10^{-4}\) at the top. Directly from the sum,
\[
\kappa_5=\frac{12\times200}{5\times2000^2}\,\bigl[2(800^2+400^2)\bigr]=192\ \text{m}^{-1},
\]
where the lengths in nm cancel. The radius of curvature is 5.21 mm, instead of 5.00 mm for the continuous ramp. The rim drop \(\kappa a^2/2\) is 240 nm instead of 250 nm.

While the film is held flat on a rigid substrate its total strain is zero, so \(\sigma=-Me\). This tension runs from 120 MPa in the bottom layer to 62 MPa in the top one. After release the largest stress away from the rim is
\[
181.8\ \text{GPa}\times4.0\times10^{-4}\times\frac{4\times7}{2\times125}=8.15\ \text{MPa}.
\]

The deficit to be recognized is 8 m\(^{-1}\), or 4% of \(g\). Several neglected effects must be compared with it.

**Finite deflection.** A spherical cap cannot form without stretching its midplane. Let \(u\) be the radial displacement. The midplane strains caused by the deflection are \(\varepsilon_r=u'+\kappa^2r^2/2\) and \(\varepsilon_\theta=u/r\), so \((r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2\). In-plane equilibrium and a free rim are satisfied by forces per length
\[
N_r=C(a^2-r^2),\qquad N_\theta=(rN_r)'=C(a^2-3r^2).
\]
With \(Eh\varepsilon_r=N_r-\nu N_\theta\) and \(Eh\varepsilon_\theta=N_\theta-\nu N_r\), the strain condition becomes \(-8Cr^2/(Eh)=-\kappa^2r^2/2\), so \(C=Eh\kappa^2/16\). Averaging \((N_r^2+N_\theta^2-2\nu N_rN_\theta)/(2Eh)\) over the disc gives \(2C^2a^4/(3Eh)=Eh\kappa^4a^4/384\). The bending energy per area is \(Mh^3(\kappa-\kappa_N)^2/12\), apart from a constant. Setting the derivative of the total to zero and dividing by \(Mh^3/6\) gives
\[
\kappa+\frac{(1-\nu)a^4}{16h^2}\,\kappa^3=\kappa_N .
\]
For this disc the curvature falls by 0.24% if the shape is kept spherical. If the axisymmetric shape is left free, the same plate theory gives a fall of about 0.37% in the rim drop and 0.55% in the curvature at the centre. Both remain well below the 4% deficit.

**Surface stress.** If the surface stresses of the two faces differ by \(\Delta f\), for instance because of oxide, they exert a moment \(\Delta f\,h/2\) per length. Balancing it against \(Mh^3\kappa/12\) gives a curvature of magnitude \(6\Delta f/(Mh^2)\). An assumed difference of 1 N/m gives 8.25 m\(^{-1}\), about as much as the whole deficit.

**Relaxation.** Suppose the tension of the top layer, as measured before release, drifts down by 10 MPa. Its eigenstrain rises by 10 MPa\(/M\), and the curvature by
\[
\frac{12}{h^3}\,\frac{10\ \text{MPa}}{M}\,z_5\,\frac h5=26.4\ \text{m}^{-1},
\]
which is 13.7% of \(\kappa_5\).

**Elastic anisotropy.** Copper grains with a (100) plane parallel to the film are softer in biaxial strain than (111) grains. For an estimate, assume biaxial moduli of 115 and 260 GPa. If each layer is wholly of one kind, the 32 possible stacks give \(\kappa/g\) between 0.945 and 0.970. The deficit then lies between about 3% and 5.5%, so the factor \(1-1/N^2\) does depend on a uniform modulus. This range keeps each layer's eigenstrain fixed. If instead the tensions before release are what is fixed, the eigenstrain \(-\sigma/M\) changes with the texture, and the same stacks give \(\kappa/g\) from about \(-0.6\) to 2.7.

The thickness, the elastic constants and a tension of order 100 MPa are rough values for plated copper films. The strain gradient is a chosen value, since it depends on the plating conditions. The highest tension before release is 0.60 of a rough yield stress of 200 MPa, which supports the elastic treatment but does not exclude slow relaxation. In a bottom layer with the modulus 260 GPa it would be 172 MPa, or 0.86 of that stress, with little margin left. Real plated copper can recrystallize at room temperature, which breaks the assumption of a fixed eigenstrain. Of finite deflection, surface stress, drift and texture at fixed eigenstrain, the assumed 10 MPa drift moves the curvature most. A seed or adhesion layer left under the plated film can do more: if the bottom 50 nm carry an assumed extra tension of 100 MPa, the curvature changes by about 40 m\(^{-1}\). A real disc is also held by an anchor, which the free-plate model omits.

By proportion, a top-layer drift of only about 3 MPa already shifts the curvature by the 8 m\(^{-1}\) in question. A single curvature measurement therefore cannot identify the 4% deficit unless the drift is known to well within 3 MPa, the surface-stress difference to well within 1 N/m, and the intended gradient \(g\) itself to well within 4%. These conditions are necessary but not sufficient, since the seed layer and the texture must be known as well. A comparison between a stepped and a continuously graded disc is more favourable. If surface stress and drift are the same in both, their curvatures add equally in linear theory with uniform modulus. The difference of 8 m\(^{-1}\), or 10 nm at the rim, then remains, provided that the intended gradient is also the same. A 4% mismatch in gradient would be enough to nearly cancel or nearly double it. For the textured stacks at fixed eigenstrain, with the same stack in both discs, the difference lies between about 6 and 11 m\(^{-1}\).

## Values computed for the example and the checks

```
Curvature / gradient from force and moment balance:
  N =  1: 0.0000
  N =  2: 0.7500
  N =  3: 0.8889
  N =  5: 0.9600
  N = 10: 0.9900
Finite-element disc, N = 2: 0.7500
Finite-element disc, N = 3: 0.8889
Thickness: 2000 nm
Layer thickness: 400 nm
Disc radius: 50 um
Young modulus: 120 GPa
Poisson ratio: 0.34
Biaxial modulus: 181.8 GPa
Mean eigenstrain: -5.0 e-4
Eigenstrain difference, top - bottom: 4.0 e-4
Number of steps: 5
Layer 1: mid-height -800 nm, eigenstrain -6.6 e-4, stress before release 120.0 MPa
Layer 2: mid-height -400 nm, eigenstrain -5.8 e-4, stress before release 105.5 MPa
Layer 3: mid-height 0 nm, eigenstrain -5.0 e-4, stress before release 90.9 MPa
Layer 4: mid-height 400 nm, eigenstrain -4.2 e-4, stress before release 76.4 MPa
Layer 5: mid-height 800 nm, eigenstrain -3.4 e-4, stress before release 61.8 MPa
Curvature, linear profile: 200.0 1/m
Curvature, stepped profile: 192.0 1/m
Radius of curvature, linear: 5.000 mm
Radius of curvature, stepped: 5.208 mm
Rim drop, linear: 250.0 nm
Rim drop, stepped: 240.0 nm
Curvature deficit: 4.00 %
Peak stress after release, stepped: 8.15 MPa
Steps needed for a deficit of 1 %: 10
Neglected effects, relative to the stepped curvature:
  finite deflection: -0.24 %
  surface stress difference assumed: 1.0 N/m
  its curvature: 8.25 1/m, 4.3 %
  top-layer stress drift assumed: 10 MPa
  its curvature: 26.4 1/m, 13.7 %
  soft and stiff layer moduli: 115, 260 GPa
  curvature / gradient, mixed layers: 0.9448 to 0.9697
  rough yield stress: 200 MPa
  largest stress before release / yield: 0.60
```
